# Cycle-Averaged Electron Pressure Heating and Its Vanishing at Constant Temperature, part 2

In a capacitive discharge, described along $x$ normal to plane electrodes, we ask how much power electrons gain through pressure heating over a period $\tau=2\pi/\omega$. Electrons have charge $-e$, mass $m$ and distribution $f(x,v,t)$ in the velocity component $v$ along $x$. In the field $E$,

$$\partial_t f+v\,\partial_x f-\frac{eE}{m}\,\partial_v f=C,$$

where $C$ collects collisions, ionization and recombination. The density is $n=\int f\,dv$, the flux $\Gamma=nu=\int vf\,dv$ with drift velocity $u$, the pressure $p=m\int(v-u)^2f\,dv$, and the temperature $T=p/n$, in energy units. $R$ is the momentum lost and $S$ the net number of electrons created, each per unit volume and time. Also $\ell=\ln(n/n_0)$ with constant $n_0$, and $\langle\cdot\rangle$ averages over a period at fixed $x$. All fields are periodic. For any field $A$,

$$\partial_t n+\partial_x\Gamma=S, \tag{1}$$

$$n(\partial_t+u\,\partial_x)A=\partial_t(nA)+\partial_x(\Gamma A)-SA. \tag{5}$$

The pressure heating per unit electrode area is

$$P=\int_{x_1}^{x_2}\langle u\,\partial_x p\rangle\,dx. \tag{4}$$

A first derivation, at fixed positions, gave $P=0$ for uniform, constant $T$, $S=0$ at every instant and closed boundaries.

The example is a half discharge, with the wall at $x=0$ and the midplane at 30 mm, at 13.56 MHz ($\omega=8.52\times10^7\ \mathrm{s^{-1}}$) and $T_0=3$ eV. The ions are fixed, with density

$$n_i(x)=n_m\left[0.2+0.8\tanh\frac{x}{5\ \mathrm{mm}}\right],\qquad n_m=2\times10^9\ \mathrm{cm^{-3}}.$$

The prescribed electron density is

$$n=n_i(x)\,z^3(10-15z+6z^2),\qquad z=\frac{x-s(\theta)}{w(\theta)},$$

with $z$ limited to 0–1, $\theta=\omega t$, and

$$s=3.0+2.2\cos\theta+0.2\sin2\theta\ \mathrm{mm},\qquad w=1.2(1+0.3\sin\theta)\ \mathrm{mm}.$$

$\Gamma$ follows from (1) with $S=0$ and $\Gamma=0$ at the wall. The isothermal space-integrated pressure power has mean magnitude $10.6\ \mathrm{mW/cm^2}$.

With ionization and wall loss, the estimated mean loss flux is $G=1.24\times10^{15}\ \mathrm{cm^{-2}s^{-1}}$. The isothermal lower limit on $P$ is then $-2.3\ \mathrm{mW/cm^2}$ for the one-way wall flux of a full Maxwellian, or $-3.0\ \mathrm{mW/cm^2}$ if the wall returns no electrons.

### Labels that move with the electrons

Now let $S=0$ from the start, and let the region lie between walls at $x=0$ and $x=D$, with $\Gamma=0$ at both. Label a position by the number of electrons per unit area between it and the first wall:

$$N(x,t)=\int_0^x n(x',t)\,dx'. \tag{11}$$

Its derivatives are $\partial_xN=n$ and, by continuity and $\Gamma(0,t)=0$, $\partial_tN=-\int_0^x\partial_{x'}\Gamma\,dx'=-\Gamma$. The rate of change of $N$ along the drift is therefore

$$\frac{DN}{Dt}=\partial_tN+u\,\partial_xN=-\Gamma+un=0,\qquad \frac{D}{Dt}=\partial_t+u\,\partial_x.$$

A surface moving with velocity $u$ keeps its label. The electrons between two neighbouring labels, $N$ and $N+dN$, form an element of constant number. This is a statement about the mean flow. Individual electrons have thermal velocities and can leave an element while others enter.

The elements return after each period. At a given time $N$ increases with $x$ wherever $n>0$, so each interior label has one position $X(N,t)$. Since $N(x,t)$ is periodic in time, its inverse $X(N,t)$ is periodic too, and so is the density seen by the element.

### Compression work

Expanding the continuity equation without a source gives $\partial_tn+u\,\partial_xn+n\,\partial_xu=0$. Division by $n$ yields

$$\frac{D\ell}{Dt}=-\partial_xu. \tag{12}$$

The product rule and (12) then separate a transport term from work done in compression:

$$u\,\partial_xp=\partial_x(pu)-p\,\partial_xu=\partial_x(pu)+nT\frac{D\ell}{Dt}. \tag{13}$$

The integral of the first term is the difference of $pu$ between the walls, which is zero. In the second, $n\,dx=dN$ at fixed time, and the limits $0$ and $N_{\rm tot}$ do not change because no electrons enter or leave. The time average can therefore be taken at constant label:

$$P=\int_0^{N_{\rm tot}}\left\langle T\frac{d\ell}{dt}\right\rangle_N dN. \tag{14}$$

The subscript says that the average follows an element, and $d/dt$ is the derivative at constant $N$.

The integrand is ordinary mechanical work. An electron in the element occupies the volume $1/n$, and the pressure does work on it at the rate

$$-p\frac{d}{dt}\left(\frac1n\right)=\frac{p}{n^2}\frac{dn}{dt}=T\frac{d\ell}{dt}.$$

If $T$ is constant, then for every interior label

$$\left\langle T\frac{d\ell}{dt}\right\rangle_N=\frac{T}{\tau}\left[\ell(N,\tau)-\ell(N,0)\right]=0. \tag{15}$$

Thus $P=0$ again. Compression costs as much work as the following expansion returns.

The half discharge needs one further remark, since electrons cross its midplane. Near the midplane $n$ and $T$ are uniform and steady to a good approximation. End the set of elements at a label $N_b$ whose position $X_b(t)$ stays in this region. Beyond $X_b$ the pressure gradient vanishes. At $X_b$ the transport term averages to $p\langle dX_b/dt\rangle=0$. Equation (14) then holds with $N_{\rm tot}$ replaced by $N_b$.

### What each derivation assumes

Both derivations need periodic fields and the continuity equation. They use constant temperature at different places, and they allow different extensions.

The first keeps positions fixed and takes $T$ outside all derivatives. It therefore requires a temperature that is the same everywhere and at all times. In return it admits sources and flow through the boundaries, whose effects appear explicitly. It also gives the local power, which does not vanish in general.

The second follows elements and requires conserved labels, hence no source. The condition on temperature is weaker: each element may have its own constant $T$, because (15) is applied to one element at a time. More generally, let the temperature of an element be a function of its density, $T=g_N(n)$, where the function may differ between elements. Then

$$T\frac{d\ell}{dt}=\frac{g_N(n)}{n}\frac{dn}{dt}$$

is the time derivative of a function of $n$, and its average is zero. Uniform temperature is thus sufficient but not necessary. An adiabatic law, in which the temperature of an element rises and falls with its density, gives zero heating as well. For the example flow with $p\propto n^3$, numerical integration gives a magnitude of about $10^{-5}\ \mathrm{mW/cm^2}$, to be read as zero within numerical error.

The two views also explain how the local average can differ from zero while every element gains nothing. At uniform, constant $T$ the transport term in (13) averages to zero at each position, because $pu=T\Gamma$ and $\langle\Gamma\rangle=0$. What remains is the compression work done at that position, whose average is $T\,\partial_x\langle\Gamma\ell\rangle$ by (5) with $A=\ell$. An element can be compressed at one position and expand at another, so this work need not cancel locally, although it cancels for each element over a period.

### Temperature that varies along an element

When $T$ changes, the product rule gives $T\,d\ell/dt=d(T\ell)/dt-\ell\,dT/dt$. The first term averages to zero along an element, so (14) becomes

$$P=-\int_0^{N_{\rm tot}}\left\langle \ell\frac{dT}{dt}\right\rangle_N dN
=-\int\left\langle n\ell\frac{DT}{Dt}\right\rangle dx. \tag{16}$$

Heating requires that cooling be correlated with high density, and warming with low density. Equivalently, by (14), a heated element must on balance be hotter while it is compressed than while it expands through the same densities.

Two changes to the example show the size of the effect. The density and the flux are held fixed. First let the temperature be static but not uniform:

$$T=T_0\left[1+0.3\,e^{-(x/5\ \mathrm{mm})^2}\right].$$

Direct integration of $u\,\partial_xp$ gives $P=0.017\ \mathrm{mW/cm^2}$. Here $DT/Dt=u\,dT/dx$, so (16) reads $P=-\int\langle\Gamma\ell\rangle(dT/dx)\,dx$. This would vanish for a front of constant width, for which $\langle\Gamma\ell\rangle=0$ at every position.

Next let the temperature near the wall oscillate:

$$T=T_0\left[1-0.2\,e^{-(x/5\ \mathrm{mm})^2}\sin\omega t\right].$$

The result is $0.13\ \mathrm{mW/cm^2}$. Both temperatures are prescribed. They show that the assumptions matter, but they do not say which temperature a discharge would choose.

### A model with thermal relaxation

A temperature law can be built from two processes, compression and relaxation. The compression part follows from the kinetic equation without collisions. Put $c=v-u$ and multiply the equation by $mc^2$. Since $\int cf\,dv=0$, the time term is $\partial_tp$ and the field term vanishes. In the remaining term, $\partial_xc=-\partial_xu$, so

$$m\int c^2v\,\partial_xf\,dv=\partial_x\left(m\int c^2vf\,dv\right)+2(\partial_xu)\,m\int cvf\,dv.$$

With $v=u+c$ the two integrals on the right are $up+q$ and $p$, where $q=m\int c^3f\,dv$. Thus

$$\partial_tp+\partial_x(up)+\partial_xq+2p\,\partial_xu=0
\quad\Longrightarrow\quad
\frac{Dp}{Dt}=-3p\,\partial_xu-\partial_xq.$$

If $q$ is neglected, (12) gives $p\propto n^3$ along an element, or $T\propto n^{\gamma-1}$ with $\gamma=3$. Heat flow and collisions are then represented by relaxation towards a reservoir temperature $T_0$ at the rate $\nu_T$:

$$\frac{dT}{dt}=(\gamma-1)T\frac{d\ell}{dt}-\nu_T(T-T_0). \tag{17}$$

This relaxation term is a model, not a consequence of the kinetic equation.

Average (17) over the periodic motion of an element. The left side vanishes, and

$$(\gamma-1)\left\langle T\frac{d\ell}{dt}\right\rangle_N=\nu_T\left(\langle T\rangle_N-T_0\right). \tag{18}$$

Now divide (17) by $T$ before averaging. Both $d\ln T/dt$ and $d\ell/dt$ average to zero, which leaves $\langle T_0/T\rangle_N=1$. The Cauchy–Schwarz inequality gives

$$1=\left\langle\sqrt T\,\frac1{\sqrt T}\right\rangle_N^2\le\langle T\rangle_N\left\langle\frac1T\right\rangle_N=\frac{\langle T\rangle_N}{T_0}.$$

Therefore $\langle T\rangle_N\ge T_0$, and by (18) the heating of every element is non-negative in this model for $\gamma>1$ and $\nu_T>0$. The work is passed to the reservoir.

For a small density oscillation, let $\ell=\ell_0+\varepsilon\cos\omega t$ and $T=T_0(1+\eta)$. To first order in $\varepsilon$, (17) becomes

$$\frac{d\eta}{dt}+\nu_T\eta=-(\gamma-1)\varepsilon\omega\sin\omega t.$$

Substitute $\eta=a\cos\omega t+b\sin\omega t$. The cosine and sine coefficients give

$$\omega b+\nu_Ta=0,\qquad -\omega a+\nu_Tb=-(\gamma-1)\varepsilon\omega.$$

Eliminating $a=-\omega b/\nu_T$ from the second equation yields

$$b=-\frac{(\gamma-1)\varepsilon\omega\nu_T}{\omega^2+\nu_T^2}.$$

Since $d\ell/dt=-\varepsilon\omega\sin\omega t$, only the sine part of $\eta$ contributes to the average. The heating per electron is, to leading order,

$$\left\langle T\frac{d\ell}{dt}\right\rangle_N=-\frac{T_0\varepsilon\omega b}{2}
=\frac{(\gamma-1)\varepsilon^2T_0}{2}\,\frac{\omega^2\nu_T}{\omega^2+\nu_T^2}. \tag{19}$$

It vanishes for $\nu_T\to0$, the adiabatic limit, and for $\nu_T\to\infty$, the isothermal limit. The maximum lies at $\nu_T=\omega$. The temperature then leads the density, so the gas is hotter during compression than during expansion.

### Heating in the example

For the full density variation, (17) was solved along 600 elements. The quantity $y=Tn^{1-\gamma}$ obeys the linear equation $dy/dt=-\nu_T(y-T_0n^{1-\gamma})$, which was stepped through the period with an exponential integrator and closed periodically. The density motion is held fixed while $\nu_T$ varies.

| $\nu_T/\omega$ | $P$ (mW/cm²) |
|---:|---:|
| 0.01 | 0.006 |
| 0.1 | 0.057 |
| 0.3 | 0.158 |
| 1 | 0.290 |
| 3 | 0.178 |
| 10 | 0.060 |
| 100 | 0.006 |

If (19) is scaled to the value at $\nu_T=\omega$, it reproduces the other entries within about 4 percent. Since (19) was derived for small oscillations, this closeness is a property of the example and not a general rule.

A rough relaxation rate is the thermal speed divided by the distance swept by the front. With $\sqrt{T_0/m}=7.26\times10^5$ m/s and a stroke of 4.47 mm,

$$\nu_T\approx\frac{7.26\times10^5\ \mathrm{m/s}}{4.47\times10^{-3}\ \mathrm m}=1.6\times10^8\ \mathrm{s^{-1}}=1.9\,\omega.$$

At this rate the heating is $0.24\ \mathrm{mW/cm^2}$, or $2.4\ \mathrm{W/m^2}$. The sum over elements and the integral of $u\,\partial_xp$ at fixed positions agree to this precision. The heating is about 2 percent of the mean magnitude of the isothermal power exchange, $10.6\ \mathrm{mW/cm^2}$. With this rate the example lies near the maximum of the model, not in the isothermal limit. The rate is only an order-of-magnitude estimate, however, and the table shows the heating falling from 0.29 to $0.06\ \mathrm{mW/cm^2}$ between $\nu_T=\omega$ and $10\,\omega$.

### Comparison with a hydrogen discharge

The parameters are assumed round values for a low-pressure hydrogen discharge, with a gas pressure of 20 mTorr. Holding the ions fixed is an approximation here: for $\mathrm{H_3^+}$ at the density $n_m$ the ion plasma frequency is $0.40\,\omega$, so the ions can respond slightly within a period. Poisson's equation, with zero field at the midplane, gives a voltage of about 440 V across the half gap when the front is farthest from the wall. The peak current density is $e|\Gamma|=5.1\ \mathrm{mA/cm^2}$ at the midplane. At a gas temperature of 300 K and a rough momentum-transfer coefficient of $10^{-7}\ \mathrm{cm^3/s}$, the collision frequency is $\nu_m=6.4\times10^7\ \mathrm{s^{-1}}$. With $R=m\nu_m\Gamma$, ohmic heating is $\int m\nu_m\langle\Gamma u\rangle dx=2.8\ \mathrm{mW/cm^2}$, over ten times the pressure heating estimated above. This value is proportional to the assumed coefficient, which is meant only as an order of magnitude. In the relaxation model, giving up constant temperature moves $P$ from zero to about $0.24\ \mathrm{mW/cm^2}$. That value uses $\gamma=3$, derived without collisions. Since $\nu_m=0.76\,\omega$, collisions partly share the compression energy among the three directions, and with $\gamma=5/3$ at the same relaxation rate the model gives $0.08\ \mathrm{mW/cm^2}$. Real devices do not keep a constant electron temperature. They also have ionization and wall loss, for which the isothermal estimate permits a contribution as low as $-2.3$ or $-3.0\ \mathrm{mW/cm^2}$, depending on the wall condition. The sign of the total pressure heating is therefore not settled by these estimates. The assumed values also do not form a self-sustained discharge. The ohmic and pressure terms together, about $3\ \mathrm{mW/cm^2}$, amount to about 15 eV for each electron in the loss flux $G$. This is less than the 15.4 eV needed to ionize $\mathrm{H_2}$, before excitation and the energy carried to the wall are counted. The ratio of ohmic to pressure heating found here therefore belongs to the prescribed flow and should not be carried over to a real discharge. Moreover, the mean free path $\sqrt{T_0/m}/\nu_m$ is 11 mm, longer than the front's stroke, so heat flow is nonlocal and a single relaxation rate is a crude substitute for a kinetic calculation.
